**Disordered local moments against a non-spin-polarized paramagnet**

The program studies a half-filled band of half-width $D$ with on-site repulsion $U$, local moment $m$ and exchange parameter $\Delta=Um/2$. For $\Delta\ge D/2$ the disordered-moment state has $m=1-D^2/(16\Delta^2)$ and kinetic energy $-D^2/(8\Delta)$. The program asserts agreement of these formulas with direct frequency integration and with diagonalized random-hopping matrices, and it locates the gap edge from the roots of a cubic equation. It also asserts that a random moment pattern survives a full mean-field iteration, that relaxed volumes obey the force balance, and that the ordering energy at half order is close to a quarter of its full value. Exact thermal averages for a six-site Hubbard ring show local moments persisting while neighbour correlations decay. For $U=4$ eV and a reference half-width of 1 eV, the disordered state has an 8.8% larger volume than the non-magnetic one, a gap of 2.56 eV instead of zero, and an energy lower by 0.58 eV per site. Against a competing phase without disordered moments, the two treatments predict opposite stability.

## Verification by program

```python
"""
Result under test: a paramagnet with disordered local moments (DLM) differs
from a non-spin-polarized state (NM) in energy, volume and gap.
Model: half-filled Hubbard band in static mean field, semicircular density
of states. D = half bandwidth, U = on-site repulsion, m = local moment in
units of one spin, Delta = U*m/2 = exchange splitting parameter.
For Delta >= D/2 the DLM state has
    m = 1 - D^2/(16 Delta^2),  E_kin = -D^2/(8 Delta).
AF = two-sublattice Neel state. v = volume / reference volume.
All energies are in eV per site unless a label says otherwise.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

K_B = constants.k / constants.e
U = 4.0
D0 = 1.0
STIFFNESS = 10.0
HOP_POWER = 5.0 / 3.0
D_COMPETITOR = 4.0
OFFSET_COMPETITOR = 1.0
TEMPERATURE = 1000.0


def dlm_gap(delta, width):
    """Gap of the disordered state from the stationary point of z(w)."""
    a = width**2 / 4
    if delta**2 <= a:
        return 0.0
    q = (-a + np.sqrt(a*a + 8*a*delta**2)) / 2
    return 2*np.sqrt(delta**2 - q)*(1 - a/q)


def nm_state(width):
    kinetic = -4*width/(3*np.pi)
    return dict(E=kinetic + U/4, kin=kinetic, m=0.0, gap=0.0)


def dlm_state(width):
    """Insulating disordered-moment solution, valid for U >= 4*width/3."""
    assert U >= 4*width/3
    m = brentq(lambda x: x*x*(1-x) - width**2/(4*U*U), 0.75, 1.0,
               xtol=1e-14)
    delta = U*m/2
    kinetic = -width**2/(8*delta)
    return dict(E=kinetic + U*(1-m*m)/4, kin=kinetic, m=m,
                gap=dlm_gap(delta, width))


NODES = 200
THETA = np.pi*np.arange(1, NODES+1)/(NODES+1)
DOS_WEIGHT = 2*np.sin(THETA)**2/(NODES+1)


def af_state(width):
    eps = width*np.cos(THETA)

    def condition(delta):
        return 2/U - np.sum(DOS_WEIGHT/np.sqrt(eps**2 + delta**2))
    delta = brentq(condition, 0.5, U/2, xtol=1e-14)
    m = 2*delta/U
    kinetic = -np.sum(DOS_WEIGHT*eps**2/np.sqrt(eps**2 + delta**2))
    return dict(E=kinetic + U*(1-m*m)/4, kin=kinetic, m=m, gap=2*delta)


def bandwidth(v):
    return D0*v**(-HOP_POWER)


def relax(state):
    def total(v):
        return state(bandwidth(v))["E"] + STIFFNESS*(v-1)**2/2
    best = minimize_scalar(total, bounds=(0.85, 1.05), method="bounded",
                           options=dict(xatol=1e-10))
    result = state(bandwidth(best.x))
    result.update(v=best.x, total=best.fun)
    return result


# Direct frequency integration of the averaged-medium equation.
def medium_integrals(delta, width):
    a = width**2/4
    lowest = np.sqrt(max(a - delta**2, 0.0))

    def solve_y(freq):
        return brentq(lambda y: y - a*y/(y*y + delta**2) - freq,
                      lowest, freq + width, xtol=1e-14)

    def moment_part(freq):
        return 2*delta/(solve_y(freq)**2 + delta**2)/np.pi

    def kinetic_part(freq):
        y = solve_y(freq)
        return -2*a/np.pi*(y/(y*y + delta**2))**2
    values = []
    for function in (moment_part, kinetic_part):
        near = quad(function, 0, width, epsabs=1e-9, limit=200)[0]
        far = quad(function, width, np.inf, epsabs=1e-9, limit=200)[0]
        values.append(near + far)
    return values


for delta in (0.6, 1.0, 2.0):
    moment, kinetic = medium_integrals(delta, 1.0)
    assert abs(moment - (1 - 1/(16*delta**2))) < 1e-5
    assert abs(kinetic + 1/(8*delta)) < 1e-5

# Repulsion needed to sustain a given splitting, from small to large.
splittings = np.array([0.001, 0.1, 0.2, 0.3, 0.4, 0.5, 0.7, 1.0, 2.0])
needed_U = np.array([2*d/medium_integrals(d, 1.0)[0] for d in splittings])
assert abs(needed_U[0] - 3*np.pi/8) < 2e-3
assert abs(needed_U[5] - 4/3) < 1e-4
assert np.all(np.diff(needed_U) > 0)
assert U/D_COMPETITOR < needed_U.min()

# Gap edge: complex roots of the cubic for G mark allowed energies.
for delta in (0.7, 1.0, 2.0):
    a = 0.25
    edge = dlm_gap(delta, 1.0)/2
    for shift, allowed in ((-1e-3, False), (1e-3, True)):
        z = edge + shift
        roots = np.roots([a*a, -2*a*z, z*z - delta**2 + a, -z])
        assert (np.max(np.abs(roots.imag)) > 1e-4) == allowed

# Random hopping matrices have a semicircular spectrum.
rng = np.random.default_rng(7)


def random_hopping(size, width):
    upper = np.triu(rng.normal(size=(size, size)), 1)
    return (upper + upper.T)*width/(2*np.sqrt(size))


def random_signs(size):
    signs = np.repeat([1.0, -1.0], size//2)
    rng.shuffle(signs)
    return signs


size = 800
for delta in (0.0, 0.3, 1.0):
    hopping = random_hopping(size, 1.0)
    signs = random_signs(size)
    kinetic, moment, homo, lumo = 0.0, 0.0, [], []
    for spin in (1, -1):
        levels, vectors = np.linalg.eigh(
            hopping - spin*delta*np.diag(signs))
        density = np.sum(vectors[:, :size//2]**2, axis=1)
        local_energy = -spin*delta*np.sum(signs*density)
        kinetic += (np.sum(levels[:size//2]) - local_energy)/size
        moment += spin*np.sum(signs*density)/size
        homo.append(levels[size//2-1])
        lumo.append(levels[size//2])
    if delta == 0:
        assert abs(kinetic - nm_state(1.0)["kin"]) < 0.01
    else:
        expected = medium_integrals(delta, 1.0)
        assert abs(moment - expected[0]) < 0.015
        assert abs(kinetic - expected[1]) < 0.015
        # finite matrices round off the band edges
        assert abs(min(lumo) - max(homo) - dlm_gap(delta, 1.0)) < 0.06

# Full unrestricted mean field started from a random moment pattern.
size = 300
hopping = random_hopping(size, D0)
signs = random_signs(size)
n_up, n_down = (1 + 0.9*signs)/2, (1 - 0.9*signs)/2
for iteration in range(60):
    e_up, c_up = np.linalg.eigh(hopping + U*np.diag(n_down))
    e_down, c_down = np.linalg.eigh(hopping + U*np.diag(n_up))
    new_up = np.sum(c_up[:, :size//2]**2, axis=1)
    new_down = np.sum(c_down[:, :size//2]**2, axis=1)
    change = max(np.max(abs(new_up-n_up)), np.max(abs(new_down-n_down)))
    n_up, n_down = new_up, new_down
    if change < 1e-9:
        break
assert change < 1e-9
pattern_moments = signs*(n_up - n_down)
pattern_energy = (e_up[:size//2].sum() + e_down[:size//2].sum()
                  - U*np.sum(n_up*n_down))/size
pattern_gap = (min(e_up[size//2], e_down[size//2])
               - max(e_up[size//2-1], e_down[size//2-1]))
reference = dlm_state(D0)
assert pattern_moments.min() > 0.9
assert abs(pattern_moments.mean() - reference["m"]) < 0.005
assert abs(pattern_energy - reference["E"]) < 0.005
assert abs(pattern_gap - reference["gap"]) < 0.12

# Relaxed states, checked against the balance of elastic and band forces.
nm, dlm, af = relax(nm_state), relax(dlm_state), relax(af_state)
for state in (nm, dlm, af):
    force = STIFFNESS*(1-state["v"]) + HOP_POWER*state["kin"]/state["v"]
    assert abs(force) < 5e-5
assert nm["v"] < af["v"] < dlm["v"]
assert af["total"] < dlm["total"] < nm["total"]
assert 0 < dlm["gap"] < af["gap"]


# Energy of partial sublattice order at fixed exchange splitting.
def partial_order_energy(order, delta, width):
    x, weight = np.polynomial.legendre.leggauss(240)
    x, weight = (x+1)/2, weight/2
    freq = delta*x/(1-x)
    weight = weight*delta/(1-x)**2
    a = width**2/4
    p, q = (1+order)/2, (1-order)/2
    ga = -1j*freq/(freq**2 + delta**2)
    gb = ga.copy()
    for _ in range(300):
        a_plus = 1/(1j*freq + delta - a*gb)
        a_minus = 1/(1j*freq - delta - a*gb)
        b_plus = 1/(1j*freq + delta - a*ga)
        b_minus = 1/(1j*freq - delta - a*ga)
        new_a, new_b = p*a_plus + q*a_minus, q*b_plus + p*b_minus
        error = max(np.max(abs(new_a-ga)), np.max(abs(new_b-gb)))
        ga, gb = new_a, new_b
        if error < 1e-13:
            break
    assert error < 1e-11
    kinetic = np.sum(weight*(2*a*ga*gb).real)/np.pi
    polar = p*a_plus - q*a_minus + q*b_plus - p*b_minus
    moment = np.sum(weight*polar.real)/np.pi
    return kinetic - delta*moment + delta**2/U + U/4


width_dlm = bandwidth(dlm["v"])
delta_dlm = U*dlm["m"]/2
order_energy = [partial_order_energy(order, delta_dlm, width_dlm)
                for order in (0.0, 0.5, 1.0)]
assert abs(order_energy[0] - dlm_state(width_dlm)["E"]) < 1e-5
half_order_ratio = ((order_energy[0]-order_energy[1])
                    / (order_energy[0]-order_energy[2]))
assert abs(half_order_ratio - 0.25) < 0.02
ordering_energy = dlm_state(width_dlm)["E"] - af_state(width_dlm)["E"]
moment_energy = nm_state(width_dlm)["E"] - dlm_state(width_dlm)["E"]
T_order = 2*ordering_energy/K_B
assert T_order < TEMPERATURE
assert moment_energy > 5*K_B*T_order

# Exact thermal averages of a six-site Hubbard ring with six electrons.
SITES = 6
ring_t = D0/(2*np.sqrt(2))


def spin_sector(number):
    states = [sum(1 << i for i in c)
              for c in itertools.combinations(range(SITES), number)]
    index = {s: i for i, s in enumerate(states)}
    matrix = np.zeros((len(states), len(states)))
    for s in states:
        for i in range(SITES):
            j = (i+1) % SITES
            if (s >> i) & 1 and not (s >> j) & 1:
                target = s ^ (1 << i) ^ (1 << j)
                sign = (-1)**(number-1) if j == 0 else 1
                matrix[index[target], index[s]] -= ring_t*sign
                matrix[index[s], index[target]] -= ring_t*sign
    return np.array(states), matrix


all_energy, all_square, all_pair = [], [], []
for up_count in range(SITES+1):
    up, hop_up = spin_sector(up_count)
    down, hop_down = spin_sector(SITES-up_count)
    up_all = np.repeat(up, len(down))
    down_all = np.tile(down, len(up))
    double = sum(((up_all & down_all) >> i) & 1 for i in range(SITES))
    hamiltonian = (np.kron(hop_up, np.eye(len(down)))
                   + np.kron(np.eye(len(up)), hop_down)
                   + U*np.diag(double.astype(float)))
    levels, vectors = np.linalg.eigh(hamiltonian)
    spin0 = (up_all & 1) - (down_all & 1)
    spin1 = ((up_all >> 1) & 1) - ((down_all >> 1) & 1)
    all_energy.append(levels)
    all_square.append((spin0**2) @ vectors**2)
    all_pair.append((spin0*spin1) @ vectors**2)
all_energy = np.concatenate(all_energy)
all_square = np.concatenate(all_square)
all_pair = np.concatenate(all_pair)
ring = []
for temp in (300.0, 1000.0, 3000.0):
    boltzmann = np.exp(-(all_energy-all_energy.min())/(K_B*temp))
    boltzmann /= boltzmann.sum()
    ring.append((temp, boltzmann @ all_square, boltzmann @ all_pair,
                 boltzmann @ all_energy/SITES))
ring_levels = np.sort(-2*ring_t*np.cos(2*np.pi*np.arange(SITES)/SITES))
ring_nm_energy = 2*ring_levels[:SITES//2].sum()/SITES + U/4
dlm_square = (1 + reference["m"]**2)/2
assert all(row[1] > 0.9 for row in ring)
assert abs(ring[2][1] - dlm_square) < 0.02
assert abs(ring[0][2]) > 3*abs(ring[2][2])
for row in ring[1:]:
    assert abs(row[3]-reference["E"]) < 0.15*abs(row[3]-ring_nm_energy)

# Competing phase without a sustainable disordered moment.
competitor = nm_state(D_COMPETITOR)["E"] + OFFSET_COMPETITOR
nm_difference = nm["total"] - competitor
dlm_difference = dlm["total"] - competitor
entropy_term = K_B*TEMPERATURE*np.log(2)
assert nm_difference > 0 > dlm_difference

print(f"Repulsion U = {U:.2f} eV")
print(f"Reference half bandwidth D0 = {D0:.2f} eV")
print(f"Elastic stiffness K = {STIFFNESS:.2f} eV")
print(f"Hopping volume exponent = {HOP_POWER:.4f}")
print(f"Moment threshold U/D = {3*np.pi/8:.4f}")
print(f"Gap threshold U/D = {4/3:.4f}")
for name, state in (("NM", nm), ("DLM", dlm), ("AF", af)):
    print(f"{name} relaxed volume V/V0 = {state['v']:.5f}")
    print(f"{name} half bandwidth = {bandwidth(state['v']):.4f} eV")
    print(f"{name} local moment m = {state['m']:.4f}")
    print(f"{name} kinetic energy = {state['kin']:.4f} eV/site")
    print(f"{name} gap = {state['gap']:.4f} eV")
    print(f"{name} total energy = {state['total']:.4f} eV/site")
print(f"DLM volume excess over NM = {100*(dlm['v']/nm['v']-1):.2f} %")
print(f"NM minus DLM, relaxed = {nm['total']-dlm['total']:.4f} eV/site")
print(f"NM minus DLM at DLM volume = {moment_energy:.4f} eV/site")
print(f"DLM minus AF at DLM volume = {ordering_energy:.4f} eV/site")
print(f"Mean-field ordering temperature = {T_order:.0f} K")
print(f"k times ordering temperature = {K_B*T_order:.4f} eV")
print(f"Moment energy / kT_order = {moment_energy/(K_B*T_order):.2f}")
print(f"Energy fraction at half order = {half_order_ratio:.4f}")
print(f"Random pattern: mean moment = {pattern_moments.mean():.4f}")
print(f"Random pattern: smallest moment = {pattern_moments.min():.4f}")
print(f"Random pattern: energy = {pattern_energy:.4f} eV/site")
print(f"DLM formula at D0: moment = {reference['m']:.4f}")
print(f"DLM formula at D0: energy = {reference['E']:.4f} eV/site")
print(f"DLM formula at D0: mean square spin = {dlm_square:.4f}")
print(f"Ring hopping t = {ring_t:.4f} eV")
print(f"Ring NM energy = {ring_nm_energy:.4f} eV/site")
for temp, square, pair, energy in ring:
    print(f"Ring {temp:.0f} K: square {square:.4f}, neighbour {pair:.4f},"
          f" E {energy:.4f} eV/site")
print(f"Competitor half bandwidth = {D_COMPETITOR:.2f} eV")
print(f"Competitor offset = {OFFSET_COMPETITOR:.2f} eV/site")
print(f"Competitor total energy = {competitor:.4f} eV/site")
print(f"NM phase difference = {nm_difference:.4f} eV/site")
print(f"DLM phase difference = {dlm_difference:.4f} eV/site")
print(f"Moment entropy term at {TEMPERATURE:.0f} K = {entropy_term:.4f}"
      " eV/site")
print(f"DLM free-energy difference = {dlm_difference-entropy_term:.4f}"
      " eV/site")
print("finished without a failed check")
```

Printed output:

```
Repulsion U = 4.00 eV
Reference half bandwidth D0 = 1.00 eV
Elastic stiffness K = 10.00 eV
Hopping volume exponent = 1.6667
Moment threshold U/D = 1.1781
Gap threshold U/D = 1.3333
NM relaxed volume V/V0 = 0.90869
NM half bandwidth = 1.1730 eV
NM local moment m = 0.0000
NM kinetic energy = -0.4978 eV/site
NM gap = 0.0000 eV
NM total energy = 0.5438 eV/site
DLM relaxed volume V/V0 = 0.98888
DLM half bandwidth = 1.0188 eV
DLM local moment m = 0.9832
DLM kinetic energy = -0.0660 eV/site
DLM gap = 2.5647 eV
DLM total energy = -0.0321 eV/site
AF relaxed volume V/V0 = 0.97777
AF half bandwidth = 1.0382 eV
AF local moment m = 0.9674
AF kinetic energy = -0.1304 eV/site
AF gap = 3.8696 eV
AF total energy = -0.0638 eV/site
DLM volume excess over NM = 8.83 %
NM minus DLM, relaxed = 0.5759 eV/site
NM minus DLM at DLM volume = 0.6003 eV/site
DLM minus AF at DLM volume = 0.0311 eV/site
Mean-field ordering temperature = 723 K
k times ordering temperature = 0.0623 eV
Moment energy / kT_order = 9.64
Energy fraction at half order = 0.2497
Random pattern: mean moment = 0.9837
Random pattern: smallest moment = 0.9772
Random pattern: energy = -0.0317 eV/site
DLM formula at D0: moment = 0.9839
DLM formula at D0: energy = -0.0315 eV/site
DLM formula at D0: mean square spin = 0.9840
Ring hopping t = 0.3536 eV
Ring NM energy = 0.5286 eV/site
Ring 300 K: square 0.9593, neighbour -0.5719, E -0.0856 eV/site
Ring 1000 K: square 0.9697, neighbour -0.3456, E -0.0639 eV/site
Ring 3000 K: square 0.9799, neighbour -0.1154, E -0.0421 eV/site
Competitor half bandwidth = 4.00 eV
Competitor offset = 1.00 eV/site
Competitor total energy = 0.3023 eV/site
NM phase difference = 0.2415 eV/site
DLM phase difference = -0.3344 eV/site
Moment entropy term at 1000 K = 0.0597 eV/site
DLM free-energy difference = -0.3942 eV/site
finished without a failed check
```
